# Choosing a Disentangled Subspace from the Projectors of Its Neighbours: a program that tests the result

```python
# Result under test: with all other subspaces fixed, the invariant spread
#   Omega_I = (1/Nk) sum_k sum_b w_b Tr[P_k (1 - P_{k+b})]
# is least when P_k is spanned by the N leading eigenvectors of
#   Z_k = sum_b w_b P_{k+b}, restricted to the outer energy window at k.
# P_k: projector on N cell-periodic states; b: mesh neighbour vectors;
# w_b: weights with sum_b w_b b_i b_j = delta_ij. Lengths nm, energies eV.
import numpy as np
from scipy import constants as const
from scipy.optimize import minimize

rng = np.random.default_rng(7)
H2M = const.hbar**2 / (2 * const.m_e * const.e) * 1e18   # eV nm^2
N = 3
CELL = np.array([0.40, 0.50])
DEPTH, WIDTH = 20.0, 0.08
RECIP = 2 * np.pi / CELL


def shifted(coeff, axis, g0):
    """Plane-wave coefficients of a state moved by g0 reciprocal vectors."""
    if g0 == 0:
        return coeff
    out = np.zeros_like(coeff)
    src, dst = np.moveaxis(coeff, axis, 0), np.moveaxis(out, axis, 0)
    if g0 > 0:
        dst[:-1] = src[1:]
    else:
        dst[1:] = src[:-1]
    return out


def build(nk, gmax, e_top):
    """Window states, trial subspaces and neighbour overlaps on the mesh."""
    g = np.arange(-gmax, gmax + 1)
    gx, gy = [x.ravel() for x in np.meshgrid(g, g, indexing="ij")]
    dx = (gx[:, None] - gx[None, :]) * RECIP[0]
    dy = (gy[:, None] - gy[None, :]) * RECIP[1]
    pot = (-DEPTH * 2 * np.pi * WIDTH**2 / CELL.prod()
           * np.exp(-WIDTH**2 * (dx**2 + dy**2) / 2))
    energies, states, start = [], [], []
    for i in range(nk):
        for j in range(nk):
            qx = ((i - nk // 2) / nk + gx) * RECIP[0]
            qy = ((j - nk // 2) / nk + gy) * RECIP[1]
            e, c = np.linalg.eigh(np.diag(H2M * (qx**2 + qy**2)) + pot)
            v = c[:, e < e_top]
            assert v.shape[1] >= N
            s = np.exp(-WIDTH**2 * (qx**2 + qy**2) / 2)
            trial = np.stack([s, WIDTH * qx * s, WIDTH * qy * s], axis=1)
            left, _, right = np.linalg.svd(v.T @ trial, full_matrices=False)
            energies.append(e)
            states.append(v)
            start.append(left @ right)
    step = RECIP / nk
    weight = 1 / (2 * step**2)
    links, ng = [], len(g)
    for i in range(nk):
        for j in range(nk):
            here = []
            for axis in (0, 1):
                for sign in (1, -1):
                    pos = [i, j]
                    pos[axis] += sign
                    g0 = pos[axis] // nk
                    pos[axis] %= nk
                    other = pos[0] * nk + pos[1]
                    c = states[other].reshape(ng, ng, -1)
                    c = shifted(c, axis, g0).reshape(ng * ng, -1)
                    overlap = states[i * nk + j].T @ c
                    here.append((other, weight[axis], overlap, c))
            links.append(here)
    return dict(e=np.array(energies), v=states, start=start,
                links=links, w=weight, step=step)


def spread(model, sub):
    total = 0.0
    for k, here in enumerate(model["links"]):
        for other, w, s, _ in here:
            m = sub[k].conj().T @ s @ sub[other]
            total += w * (N - np.sum(np.abs(m)**2))
    return total / len(sub)


def z_matrix(model, sub, k):
    z = 0
    for other, w, s, _ in model["links"][k]:
        a = s @ sub[other]
        z = z + w * a @ a.conj().T
    return z


def leading(z, n):
    return np.linalg.eigh(z)[1][:, ::-1][:, :n]


def relax(model, max_sweeps=300, tol=1e-7):
    """Update the k points one after another; return the spread history."""
    sub = list(model["start"])
    hist = [spread(model, sub)]
    for _ in range(max_sweeps):
        for k in range(len(sub)):
            sub[k] = leading(z_matrix(model, sub, k), N)
        hist.append(spread(model, sub))
        if hist[-2] - hist[-1] < tol:
            break
    return np.array(hist)


# --- Discretized spread against real-space quadrature, one dimension ---
def real_space_check(nk=80, pts=32, v1=-3.0, a=0.40, twist=0.7):
    g = np.arange(-6, 7)
    hop = v1 * (np.eye(13, k=1) + np.eye(13, k=-1))
    b = 2 * np.pi / (a * nk)
    ks = (np.arange(nk + 1) - nk // 2) * b
    cs = []
    for k in ks:
        q = k + 2 * np.pi * g / a
        c = np.linalg.eigh(np.diag(H2M * q**2) + hop)[1][:, 0]
        cs.append(c * np.sign(c.sum()))
    cs = np.array(cs)
    m = np.sum(cs[:-1] * cs[1:], axis=1)
    mesh_value = np.mean(1 - m**2) / b**2
    length, dx = nk * a, a / pts
    x = (np.arange(nk * pts) - nk * pts // 2) * dx
    wan = np.zeros(len(x), complex)
    for k, c in zip(ks[:-1], cs[:-1]):
        waves = np.exp(1j * np.outer(x, k + 2 * np.pi * g / a))
        wan += np.exp(1j * twist * np.sin(k * a)) * (waves @ c)
    wan /= np.sqrt(length * nk)
    assert abs(np.sum(abs(wan)**2) * dx - 1) < 1e-8
    x2 = np.sum(x**2 * abs(wan)**2) * dx
    mean = np.sum(x * abs(wan)**2) * dx
    elements = [np.sum(np.roll(wan, r * pts).conj() * x * wan) * dx
                for r in range(-nk // 2, nk // 2)]
    invariant = x2 - np.sum(np.abs(elements)**2)
    return mesh_value, invariant, x2 - mean**2


mesh_1d, real_1d, total_1d = real_space_check()
assert abs(mesh_1d / real_1d - 1) < 3e-3     # finite mesh step
assert total_1d > real_1d

# --- One update in the two-dimensional crystal ---
NK, GMAX, ETOP = 6, 4, 12.0
model = build(NK, GMAX, ETOP)
sub = model["start"]
site = 4 * NK + 5                            # k = (1/6, 1/3)
v = model["v"][site]
nwin = v.shape[1]
assert nwin > N
band3_top, band4_bottom = model["e"][:, 2].max(), model["e"][:, 3].min()
assert band3_top > band4_bottom              # the bands are entangled
for i in (0, 1):
    assert abs(2 * model["w"][i] * model["step"][i]**2 - 1) < 1e-12

# Gauge invariance under independent complex unitary mixing at each k.
mixed = []
for u in sub:
    r = rng.normal(size=(N, N)) + 1j * rng.normal(size=(N, N))
    mixed.append(u @ np.linalg.qr(r)[0])
omega_start = spread(model, sub)
assert abs(spread(model, mixed) - omega_start) < 1e-11

z = z_matrix(model, sub, site)
dense = np.zeros((v.shape[0], v.shape[0]))
for other, w, _, c in model["links"][site]:
    phi = c @ sub[other]
    dense += w * phi @ phi.T
assert np.allclose(v.T @ dense @ v, z, atol=1e-12)
lam, vec = np.linalg.eigh(z)
lam, vec = lam[::-1], vec[:, ::-1]
best = vec[:, :N]
sum_w = 2 * model["w"].sum()
assert lam[N - 1] - lam[N] > 1e-6 * sum_w    # unique minimizer here

trace_old = np.trace(sub[site].T @ z @ sub[site])
trace_new = lam[:N].sum()
trace_low = np.trace(z[:N, :N])              # three lowest bands
changed = list(sub)
changed[site] = best
omega_one = spread(model, changed)
predicted_drop = 2 * (trace_new - trace_old) / NK**2
assert abs(omega_start - omega_one - predicted_drop) < 1e-11

# Direct search: every term of the spread that contains the chosen k.
outgoing = [(w, s @ sub[o]) for o, w, s, _ in model["links"][site]]
incoming = [(w, sub[k].T @ s) for k, here in enumerate(model["links"])
            for o, w, s, _ in here if o == site]
assert len(incoming) == 4


def local_terms(u):
    t = sum(w * (N - np.sum(abs(u.conj().T @ a)**2)) for w, a in outgoing)
    return t + sum(w * (N - np.sum(abs(a @ u)**2)) for w, a in incoming)


def objective(p):
    p = p.reshape(2, nwin, N)
    return local_terms(np.linalg.qr(p[0] + 1j * p[1])[0]) / (2 * sum_w)


searches = [minimize(objective, rng.normal(size=2 * nwin * N), method="BFGS",
                     options=dict(gtol=1e-6, maxiter=300)).fun * 2 * sum_w
            for _ in range(3)]
search_min = min(searches)
formula_min = 2 * (N * sum_w - trace_new)
assert abs(search_min - formula_min) < 1e-5 * 2 * sum_w
assert search_min > formula_min - 1e-10

# Cost of rotating the last kept vector towards the first rejected one.
theta = 0.4
turned = best.copy()
turned[:, -1] = np.cos(theta) * vec[:, N - 1] + np.sin(theta) * vec[:, N]
rise = local_terms(turned) - local_terms(best)
assert abs(rise - 2 * (lam[N-1] - lam[N]) * np.sin(theta)**2) < 1e-11

# Window restriction must come before the diagonalization.
full_val, full_vec = np.linalg.eigh(dense)
trace_full = full_val[-N:].sum()
cut = np.linalg.qr(v.T @ full_vec[:, -N:])[0]
trace_cut = np.trace(cut.T @ z @ cut)
assert trace_cut <= trace_new + 1e-12 <= trace_full + 2e-12

# --- Two k points, one state each, each the other's only neighbour ---
def line(angle):
    d = np.array([np.cos(angle), np.sin(angle)])
    return np.outer(d, d)


def top(m):
    d = np.linalg.eigh(m)[1][:, -1]
    return np.outer(d, d)


def misfit(p, q):
    return 1 - np.trace(p @ q)


p0, q0 = line(0.0), line(np.pi / 3)
p, q = p0, q0
cycle = [misfit(p, q)]
for _ in range(10):
    p, q = top(q), top(p)
    cycle.append(misfit(p, q))
p_seq = top(q0)
sequential = misfit(p_seq, top(p_seq))
p1, q1 = top(q0), top(p0)
averaged = misfit(top((q0 + q1) / 2), top((p0 + p1) / 2))
assert np.ptp(cycle) < 1e-12 and cycle[0] > 0.5
assert abs(sequential) < 1e-12 and abs(averaged) < 1e-12

# --- All k points in turn, and the size of what one update leaves out ---
hist = relax(model)
assert np.all(np.diff(hist) < 1e-11)
assert hist[-2] - hist[-1] < 1e-5
lowest = [np.eye(x.shape[1])[:, :N] for x in model["v"]]
omega_low = spread(model, lowest)
omega_mesh = relax(build(8, GMAX, ETOP))[-1]
omega_cut = relax(build(NK, GMAX + 1, ETOP))[-1]
omega_win = relax(build(NK, GMAX, 20.0))[-1]


def row(values, digits=5):
    return " ".join(f"{abs(x) if abs(x) < 1e-12 else x:.{digits}f}"
                    for x in values)


print("1D check: periods 0.40 nm, V(+-G) = -3 eV, 80 k points")
print(f"1D invariant spread, k mesh: {mesh_1d:.7f} nm^2")
print(f"1D invariant spread, real space: {real_1d:.7f} nm^2")
print(f"1D total spread in twisted gauge: {total_1d:.7f} nm^2")
print("2D periods:", row(CELL, 2), "nm")
print(f"well depth: {DEPTH:.1f} eV; Gaussian width: {WIDTH:.2f} nm")
print(f"outer window top: {ETOP:.1f} eV; target states N: {N}")
print(f"mesh: {NK} x {NK}; plane waves per k: {v.shape[0]}")
counts = [x.shape[1] for x in model["v"]]
print(f"window states per k, least and most: {min(counts)} {max(counts)}")
print(f"top of band 3: {band3_top:.3f} eV")
print(f"bottom of band 4: {band4_bottom:.3f} eV")
print("mesh steps b_x, b_y:", row(model["step"], 4), "1/nm")
print("weights w_x, w_y:", row(model["w"], 5), "nm^2")
print(f"sum of the four weights: {sum_w:.5f} nm^2")
print("chosen k, fractions of reciprocal vectors: 1/6, 1/3")
print("window energies there:", row(model["e"][site][:nwin], 3), "eV")
print("eigenvalues of Z:", row(lam, 6), "nm^2")
print(f"gap lambda_N - lambda_N+1: {lam[N-1]-lam[N]:.6f} nm^2")
print("weight of new subspace on window states:",
      row(np.sum(best**2, axis=1), 4))
print(f"Tr[PZ], trial subspace: {trace_old:.6f} nm^2")
print(f"Tr[PZ], three lowest bands: {trace_low:.6f} nm^2")
print(f"Tr[PZ], leading eigenvectors: {trace_new:.6f} nm^2")
print(f"Tr[PZ], diagonalized first, then cut: {trace_cut:.6f} nm^2")
print(f"Tr[PZ], no window restriction: {trace_full:.6f} nm^2")
print(f"local omega_I(k) after update: {N*sum_w-trace_new:.6f} nm^2")
print(f"terms containing P_k, formula: {formula_min:.7f} nm^2")
print(f"terms containing P_k, direct search: {search_min:.7f} nm^2")
print(f"rise for rotation by {theta} rad: {rise:.6f} nm^2")
print(f"Omega_I, trial subspaces: {omega_start:.7f} nm^2")
print(f"Omega_I, one k updated: {omega_one:.7f} nm^2")
print(f"drop from one update: {omega_start-omega_one:.3e} nm^2")
print(f"drop predicted from traces: {predicted_drop:.3e} nm^2")
print(f"Omega_I after one full sweep: {hist[1]:.6f} nm^2")
print(f"Omega_I after last sweep: {hist[-1]:.6f} nm^2")
print(f"sweeps: {len(hist)-1}; last drop: {hist[-2]-hist[-1]:.1e} nm^2")
print(f"Omega_I, three lowest bands everywhere: {omega_low:.6f} nm^2")
print(f"relaxed Omega_I, 8 x 8 mesh: {omega_mesh:.6f} nm^2")
print(f"relaxed Omega_I, 121 plane waves: {omega_cut:.6f} nm^2")
print(f"relaxed Omega_I, window top 20 eV: {omega_win:.6f} nm^2")
print(f"two-point misfit, start: {cycle[0]:.4f}")
print(f"two-point misfit, 10 simultaneous updates: {cycle[-1]:.4f}")
print(f"two-point misfit, sequential: {abs(sequential):.4f}")
print(f"two-point misfit, averaged Z: {abs(averaged):.4f}")
print("all good")
```

Output:

```
1D check: periods 0.40 nm, V(+-G) = -3 eV, 80 k points
1D invariant spread, k mesh: 0.0053888 nm^2
1D invariant spread, real space: 0.0053897 nm^2
1D total spread in twisted gauge: 0.0445897 nm^2
2D periods: 0.40 0.50 nm
well depth: 20.0 eV; Gaussian width: 0.08 nm
outer window top: 12.0 eV; target states N: 3
mesh: 6 x 6; plane waves per k: 81
window states per k, least and most: 6 8
top of band 3: 3.715 eV
bottom of band 4: 2.807 eV
mesh steps b_x, b_y: 2.6180 2.0944 1/nm
weights w_x, w_y: 0.07295 0.11399 nm^2
sum of the four weights: 0.37388 nm^2
chosen k, fractions of reciprocal vectors: 1/6, 1/3
window energies there: -7.801 -0.369 1.686 5.762 6.827 8.150 11.902 eV
eigenvalues of Z: 0.373647 0.361209 0.347247 0.014971 0.006659 0.002867 0.000044 nm^2
gap lambda_N - lambda_N+1: 0.332276 nm^2
weight of new subspace on window states: 0.9770 0.6574 0.7721 0.3674 0.0413 0.1687 0.0162
Tr[PZ], trial subspace: 1.076518 nm^2
Tr[PZ], three lowest bands: 0.872699 nm^2
Tr[PZ], leading eigenvectors: 1.082103 nm^2
Tr[PZ], diagonalized first, then cut: 1.082102 nm^2
Tr[PZ], no window restriction: 1.086182 nm^2
local omega_I(k) after update: 0.039522 nm^2
terms containing P_k, formula: 0.0790444 nm^2
terms containing P_k, direct search: 0.0790444 nm^2
rise for rotation by 0.4 rad: 0.100777 nm^2
Omega_I, trial subspaces: 0.0395886 nm^2
Omega_I, one k updated: 0.0392784 nm^2
drop from one update: 3.103e-04 nm^2
drop predicted from traces: 3.103e-04 nm^2
Omega_I after one full sweep: 0.034232 nm^2
Omega_I after last sweep: 0.029476 nm^2
sweeps: 51; last drop: 9.2e-08 nm^2
Omega_I, three lowest bands everywhere: 0.078002 nm^2
relaxed Omega_I, 8 x 8 mesh: 0.032049 nm^2
relaxed Omega_I, 121 plane waves: 0.029476 nm^2
relaxed Omega_I, window top 20 eV: 0.022105 nm^2
two-point misfit, start: 0.7500
two-point misfit, 10 simultaneous updates: 0.7500
two-point misfit, sequential: 0.0000
two-point misfit, averaged Z: 0.0000
all good
```
